# Resolution, Nyquist limit and window leakage of a 10 ps trajectory

## Problem

A molecular dynamics run supplies a fluctuating quantity $x(t)$, for instance a component of the total dipole moment, from which a vibrational spectrum is to be computed. The time step is $h=0.5$ fs, every eighth step is saved, and the saved record is $T=10$ ps long.

(a) Show that the record resolves about $3.3\ \mathrm{cm^{-1}}$, and state in what sense. How long a record gives $1\ \mathrm{cm^{-1}}$?

(b) Find the highest wavenumber that the saved samples can represent. What happens to a line above it?

(c) Compare the leakage of a strong line under a rectangular window (the record used as it is) and under a Hann window. Decide whether either window reveals a line of amplitude $0.001$ that lies $15.5/(cT)$ above a line of amplitude $1$ near $1000\ \mathrm{cm^{-1}}$.

The lines are undamped cosines with round model parameters; no particular material is meant. Wavenumber is $\tilde\nu=f/c$, with $f$ the ordinary frequency, not the angular one.

## Hints

1. A finite record is an endless signal multiplied by a window that vanishes outside the record. Transform one oscillation over the interval $-T/2<t<T/2$, and measure the distance from the line in units of $1/T$.
2. For two lines, add amplitudes before squaring. Their relative phase matters.
3. For the sampling limit, ask which other frequencies give the same numbers at the times $n\Delta$.
4. The Hann window is a constant plus a cosine, so its transform is a sum of three shifted copies of the rectangular one.
5. To decide whether a weak line shows, compare it with the change of the leakage from one grid point to the next, as well as with the leakage itself.

## Solution

### From the record to the spectrum

The samples are $x_n=x(n\Delta)$ with $n=0,\dots,N-1$. Here $\Delta=8\times0.5\ \mathrm{fs}=4$ fs, and the record length is defined as $T=N\Delta$, so that $N=2500$. The transform of the record is

$$X(f)=\sum_{n=0}^{N-1}x_n e^{-2\pi i f n\Delta}.$$

A spectrum can also be computed from the autocorrelation function. To see when this leads to the same resolution, write out the square:

$$\frac{|X(f)|^2}{N}=\frac1N\sum_{n,m}x_n x_m e^{-2\pi i f(m-n)\Delta}.$$

Collect the terms with the same lag $k=m-n$. For $k\ge0$ their coefficient is

$$C_k=\frac1N\sum_{n=0}^{N-1-k}x_n x_{n+k},$$

and $C_{-k}=C_k$, because exchanging $n$ and $m$ leaves the product unchanged. The exponentials for $k$ and $-k$ then add up to a cosine:

$$\frac{|X(f)|^2}{N}=C_0+2\sum_{k=1}^{N-1}C_k\cos(2\pi f k\Delta).$$

The right side is the spectrum obtained from the autocorrelation over all lags, with the divisor $N$ at every lag. It is the same function of $f$ as the left side, so for this estimator whatever limits one route limits the other. Other estimators give other line shapes. With the divisor $N-k$, an undamped cosine averaged over its phase has an undamped $C_k$ on the lags from $-T$ to $T$; its line then has the first zero at $1/(2T)$, half the distance found below, and negative side lobes, and the longest lags rest on only a few products. Cutting the sum at a largest lag $t_{\max}$ moves that zero to $1/(2t_{\max})$. The figures below refer to $|X(f)|^2$.

### (a) Resolution

Take one oscillation $e^{2\pi i f_0 t}$ and put $t=0$ at the centre of the record, which makes the transform real. For many samples per record the sum may be replaced by an integral. With the offset $x=(f-f_0)T$, the response to a line of unit amplitude is

$$S(x)=\frac1T\int_{-T/2}^{T/2}e^{-2\pi i x t/T}\,dt
=\frac{e^{-i\pi x}-e^{i\pi x}}{-2\pi i x}
=\frac{\sin\pi x}{\pi x}.$$

The replacement requires $|x|\ll N$. Without it, the geometric sum gives the magnitude $|\sin\pi x/[N\sin(\pi x/N)]|$, which reduces to $|S|$ when $\sin(\pi x/N)\approx\pi x/N$.

The peak is $S(0)=1$ and the first zeros are at $x=\pm1$. In wavenumbers, the distance from peak to first zero is

$$\delta\tilde\nu=\frac1{cT}=\frac{1}{(2.998\times10^{10}\ \mathrm{cm/s})(1.0\times10^{-11}\ \mathrm{s})}=3.34\ \mathrm{cm^{-1}},$$

or 0.100 THz in frequency. This is also the spacing of the discrete Fourier grid $f_k=k/T$, and one such spacing is called a bin below. Evaluating $X(f)$ on a finer grid, as zero padding does, draws the same response with more points and does not make it narrower.

Does this distance separate two lines? Let two lines of unit amplitude lie one bin apart, and let $\varphi$ be their relative phase at the centre of the record. At the midpoint each is half a bin away and contributes $S(\tfrac12)=2/\pi$. The power there is

$$P_{\rm mid}=\frac{4}{\pi^2}\left|1+e^{i\varphi}\right|^2=\frac{4}{\pi^2}(2+2\cos\varphi)=\frac{8}{\pi^2}(1+\cos\varphi).$$

At the position of either line, that line gives $S(0)=1$ and the other gives $S(1)=0$, so the power is 1 for every $\varphi$.

The outcome in a single record therefore depends on phase. For $\varphi=0$ the midpoint power is 1.62, higher than at the lines, and there is no dip. For $\varphi=180^\circ$ it is zero. If the power is averaged over many records with independent phases, $\cos\varphi$ averages to zero and

$$\langle P_{\rm mid}\rangle=\frac{8}{\pi^2}=0.81 .$$

The averaged spectrum has two maxima with a dip of 19% of the power at the lines. In this sense a 10 ps record resolves about $3.3\ \mathrm{cm^{-1}}$: equal, undamped lines at that distance are separated by this dip after averaging over records that are each 10 ps long. Taking one bin as the resolution is a convention (the Rayleigh criterion) and not a sharp threshold: for closer lines the dip shrinks, and it disappears at about 0.83 bins. Cutting one 10 ps record into shorter pieces to obtain the average would shorten $T$ and spoil the resolution. Successive 10 ps records of one long run do not supply independent phases for these undamped lines either: one bin apart, their relative phase advances by a full turn from each record to the next, so every record shows the same midpoint power. The phases have to come from independent starting conditions.

Since $\delta\tilde\nu$ is inversely proportional to $T$, reaching $1\ \mathrm{cm^{-1}}$ takes $T=1/(c\times1\ \mathrm{cm^{-1}})=33.4$ ps. The time step and the saving stride do not enter this width. The time step does affect where a line lies: the velocity Verlet integrator raises a harmonic frequency by the fraction $(2\pi f h)^2/24$ to leading order, which for $h=0.5$ fs is about $10\ \mathrm{cm^{-1}}$ at $3000\ \mathrm{cm^{-1}}$, or three bins. Resolution is not accuracy.

A real vibration may lose its phase memory after a time $\tau$ shorter than $T$. It then behaves roughly like a record of length $\tau$, and the same argument gives a width of order $1/(c\tau)$. A longer run does not remove that width, which belongs to the dynamics and not to the analysis.

### (b) Nyquist limit

Consider the samples $\cos(2\pi f n\Delta+\alpha)$. Replacing $f$ by $f-m/\Delta$, with $m$ an integer, changes the argument by $-2\pi mn$, a whole number of turns. The samples stay the same. By choosing $m$ as the integer nearest to $f\Delta$, every frequency can be brought into the range

$$-\frac1{2\Delta}\le f-\frac m\Delta\le\frac1{2\Delta}.$$

If the result is negative, use $\cos(-\theta+\alpha)=\cos(\theta-\alpha)$: a negative frequency gives the same samples as the positive one with the phase reversed. Every cosine is thus indistinguishable, on the sampling times, from one between zero and $1/(2\Delta)$. The limit in wavenumbers is

$$\tilde\nu_N=\frac1{2c\Delta},$$

and for $\Delta=4$ fs

$$\tilde\nu_N=\frac{1}{2(2.998\times10^{10}\ \mathrm{cm/s})(4.0\times10^{-15}\ \mathrm{s})}=4170\ \mathrm{cm^{-1}}.$$

A line above the limit is not lost. It appears at the false position

$$\tilde\nu_{\rm app}=\left|\tilde\nu-2m\tilde\nu_N\right|,\qquad m=\text{integer nearest to }\frac{\tilde\nu}{2\tilde\nu_N},$$

which follows from the shift above because $1/(c\Delta)=2\tilde\nu_N$. No treatment of the saved samples alone can tell the false line from a true one at the same place, since the numbers are identical.

At the limit itself the samples are $\cos(\pi n+\alpha)=(-1)^n\cos\alpha$. Amplitude and phase then enter only through one product and cannot be separated, and for $\alpha=90^\circ$ the line vanishes. A line to be measured must therefore lie below $\tilde\nu_N$, not on it.

Resolution and range are set by different times: $T$ fixes how close two lines may be, and $\Delta$ fixes how high a line may lie.

### (c) Leakage

**Rectangular window.** Away from the line, $S(x)$ oscillates inside the envelope $1/(\pi|x|)$, which it touches at half-integer $x$. At integer $x\ne0$ it is zero. A line that falls on a grid point therefore gives nothing at the other grid points, while a line halfway between two grid points leaks into all of them with the full envelope. The vibrations of a simulated system have no reason to fit a whole number of periods into the record, so the second case has to be allowed for.

**Hann window.** In time measured from the centre of the record,

$$w(t)=\frac12\left[1+\cos\frac{2\pi t}{T}\right].$$

In terms of the sample number, $t=n\Delta-T/2$ changes the sign of the cosine, so that $w_n=\tfrac12[1-\cos(2\pi n/N)]$. Write the cosine as two exponentials. Each shifts the offset by one bin:

$$\frac1T\int_{-T/2}^{T/2}w(t)\,e^{-2\pi ixt/T}dt=\frac12S(x)+\frac14\left[S(x-1)+S(x+1)\right].$$

Because $\sin(\pi x\pm\pi)=-\sin\pi x$, the shifted terms are

$$S(x\pm1)=-\frac{\sin\pi x}{\pi(x\pm1)} .$$

Inserting them and using $\frac1{x-1}+\frac1{x+1}=\frac{2x}{x^2-1}$ gives

$$\frac{\sin\pi x}{2\pi}\left[\frac1x-\frac{x}{x^2-1}\right]
=\frac{\sin\pi x}{2\pi}\,\frac{(x^2-1)-x^2}{x(x^2-1)}
=\frac12\,\frac{\sin\pi x}{\pi x(1-x^2)} .$$

The factor $\tfrac12$ is the mean value of the window. Dividing by it restores unit height for a line of unit amplitude:

$$H(x)=\frac{\sin\pi x}{\pi x(1-x^2)} .$$

At $x=\pm1$ numerator and denominator both vanish. With $x=1+\epsilon$, $\sin\pi x\approx-\pi\epsilon$ and $1-x^2\approx-2\epsilon$, so $H(1)=\tfrac12$. The first zeros are at $x=\pm2$, and the main lobe is twice as wide between zeros as the rectangular one.

For $|x|\gg1$ the envelope of $H$ is $1/(\pi|x|^3)$. Doubling the offset divides the rectangular leakage by 2 and the Hann leakage by 8. The reason lies at the ends of the record. Integrating by parts repeatedly, each integration brings a factor $1/x$ and a boundary term. The rectangular window is nonzero at the ends, so its first boundary term, of order $1/x$, survives. The Hann window and its slope both vanish there, and the first surviving term comes from its second derivative, of order $1/x^3$.

The main figures, with decibels defined as $20\log_{10}$ of the amplitude relative to the peak, are:

| | Rectangular | Hann |
|---|---|---|
| First zero ($\mathrm{cm^{-1}}$) | 3.34 | 6.67 |
| Full width at half power ($\mathrm{cm^{-1}}$) | 2.96 | 4.81 |
| Highest side lobe (dB) | −13.3 | −31.5 |
| Amplitude at 5.5 bins | 0.058 | 0.0020 |
| Amplitude at 15.5 bins | 0.0205 | 0.000086 |

The widths and side lobes were found numerically from sums over the samples.

**The weak line.** The answer depends on where the strong line falls on the grid. Take the case of largest leakage and put it halfway between grid points, at bin 300.5 or $1002.4\ \mathrm{cm^{-1}}$. The weak line is then at bin 316, or $1054.1\ \mathrm{cm^{-1}}$, a distance of $51.7\ \mathrm{cm^{-1}}$. Such a distance is far more than the resolution found in (a), so any difficulty comes from leakage.

With the rectangular window the leakage at bin 316 is 0.0205, about twenty times the weak amplitude. The weak line lies on a grid point and so changes the spectrum at bin 316 alone, by at most 0.001. To stand out as a maximum it would have to lift bin 316 above bin 315, where the strong line is 14.5 bins away. The step to be overcome is

$$\frac1\pi\left(\frac1{14.5}-\frac1{15.5}\right)=0.0014,$$

which is more than 0.001. Nor can it make bin 317 a maximum by lowering bin 316 below it, since that step, $\frac1\pi\left(\frac1{15.5}-\frac1{16.5}\right)=0.0012$, also exceeds 0.001. For this placement the weak line makes no maximum on the Fourier grid, whatever its phase. The placement matters: the leakage on the grid is proportional to $|\sin\pi x|$. If the strong line fell exactly on bin 300 it would leave the other grid points empty, and the weak line at bin 315.5 would show with height $S(\tfrac12)\times0.001=0.00064$ at bins 315 and 316. Between these extremes the steps in the leakage shrink with $|\sin\pi x|$, and whether a maximum appears depends on placement and phases: it usually does when the strong line lies within a tenth of a bin of a grid point, sometimes out to about a third of a bin, and not near the halfway position. The rectangular window cannot be relied on to reveal the line, because the placement is not under control.

With the Hann window the leakage at bin 316 is $8.6\times10^{-5}$, about one twelfth of the weak amplitude. The weak line now also contributes half its height to bins 315 and 317, since $H(\pm1)=\tfrac12$. When both lines have phase zero at the centre of the record, the heights follow by adding the leakage with its sign. At 15.5 bins $\sin\pi x=-1$ and $1-x^2<0$, so $H$ is positive and

$$0.00100+0.000086=0.00109 .$$

At 14.5 and 16.5 bins $\sin\pi x=+1$, so the leakage is negative and lowers the neighbours slightly below 0.0005. The computed heights at bins 315, 316 and 317 are 0.00040, 0.00109 and 0.00043. The weak line is a clear maximum, and its height is wrong by 9% of its own amplitude.

The rectangular heights at the same bins are 0.0215, 0.0191 and 0.0189, falling from each bin to the next, though unevenly. Here the leakage at bin 316 has the opposite sign to the weak line, which gives $0.0205-0.0010=0.0195$. The computed 0.0191 is a little lower. A real cosine also contains the frequency $-f_0$, which has been left out so far. Its offset is about 600 bins, and its rectangular leakage is of order $1/(600\pi)\approx0.0005$, large enough to account for the difference. Its sign alternates from bin to bin in step with the main leakage and its size hardly changes, so it shifts neighbouring heights by nearly the same amount and does not affect the conclusion. The numerical check keeps this component and confirms both verdicts for 192 combinations of the two phases.

The rectangular window has not erased the weak line, which is still present in the samples. What fails, for this placement of the strong line, is reading it off as a maximum.

## Variation 1: a coarser saving stride

*A line is expected at $3000\ \mathrm{cm^{-1}}$. What is the largest safe stride with the same time step, and where does the line appear if every twentieth step is saved?*

The line must lie below the limit, $\tilde\nu<1/(2c\Delta)$, which gives

$$\Delta<\frac{1}{2c\tilde\nu}=5.56\ \mathrm{fs}.$$

In steps of 0.5 fs this allows at most 11 steps, or 5.5 fs, for which $\tilde\nu_N=3032\ \mathrm{cm^{-1}}$. One step more lowers the limit to $2780\ \mathrm{cm^{-1}}$, and the line moves to $2\times2779.7-3000=2559\ \mathrm{cm^{-1}}$. The stride of 11 is safe only for a pure cosine. If the signal also carries an overtone at $6000\ \mathrm{cm^{-1}}$, it folds to $65\ \mathrm{cm^{-1}}$ at this stride and to $2339\ \mathrm{cm^{-1}}$ at a stride of 8, so the limit must lie above the highest component present and not just above the fundamental. At a stride of 11 the mirror image of the line, $65\ \mathrm{cm^{-1}}$ above it, also changes the rectangular height by up to 1.5%.

For a stride of 20 the spacing is 10 fs and $\tilde\nu_N=1667.8\ \mathrm{cm^{-1}}$. The ratio $3000/(2\times1667.8)$ is about 0.9, so $m=1$ and

$$\tilde\nu_{\rm app}=|3000-3335.6|=336\ \mathrm{cm^{-1}}.$$

A fast vibration now looks like a slow one. The peak found from the sampled cosine is at the same place. One way to expose such a line is to save with a shorter stride, which raises the limit: a true line at $336\ \mathrm{cm^{-1}}$ would stay there when the stride goes from 20 to 12, while this one moves to $2559\ \mathrm{cm^{-1}}$. A line that stays put is not thereby proved true: one at $6336\ \mathrm{cm^{-1}}$ appears at $336\ \mathrm{cm^{-1}}$ for strides of both 20 and 10.

## Variation 2: two close lines under the Hann window

*Are two equal lines $3.34\ \mathrm{cm^{-1}}$ apart still separated in the phase-averaged power of 10 ps records if the Hann window is used? What about $6.67\ \mathrm{cm^{-1}}$?*

After averaging over phases the cross term vanishes and the powers of the two lines add. At a separation of one bin each line is half a bin from the midpoint, where

$$H(\tfrac12)=\frac{1}{\pi\cdot\frac12\cdot\frac34}=\frac{8}{3\pi}.$$

The ratio of the midpoint power to the power at either line is

$$\frac{2H(\frac12)^2}{H(0)^2+H(1)^2}=\frac{2\,(8/3\pi)^2}{1+\frac14}=1.15 .$$

The midpoint is higher than the line positions, and the computed spectrum has a single maximum. The pair has merged.

At a separation of two bins, $6.67\ \mathrm{cm^{-1}}$, the ratio is

$$\frac{2H(1)^2}{H(0)^2+H(2)^2}=\frac{2\cdot\frac14}{1+0}=\frac12 ,$$

and there are two maxima with a deep dip between them. To give the first pair this same deep dip with the Hann window, two bins must equal $3.34\ \mathrm{cm^{-1}}$, which requires records of 20 ps. The shallower 19% dip of part (a) is reached at a separation of about 1.6 bins, that is with records of about 16 ps. The choice of window thus depends on the question: the rectangular one favours close lines of similar strength, and the Hann one favours a weak line at some distance from a strong one.

## Values computed for the example and the checks

```
record length: 10.0 ps; time step: 0.5 fs
stride: 8 steps; sample spacing: 4.0 fs
number of samples: 2500
resolution 1/(cT): 3.3356 cm^-1 = 0.100 THz
record needed for 1 cm^-1: 33.36 ps
Nyquist limit, stride 8: 4169.6 cm^-1
test line: 3000 cm^-1; spacing must be below 5.559 fs
largest safe stride for it: 11 steps (5.5 fs)
stride 11: Nyquist 3032.4, line predicted at 3000.0, found at 3000.1 cm^-1
stride 12: Nyquist 2779.7, line predicted at 2559.4, found at 2559.5 cm^-1
stride 20: Nyquist 1667.8, line predicted at 335.6, found at 335.6 cm^-1
rect: first zero 1 bins = 3.34 cm^-1; half-power full width 0.886 bins = 2.96 cm^-1
rect: highest side lobe 0.2172 in amplitude = -13.3 dB
Hann: first zero 2 bins = 6.67 cm^-1; half-power full width 1.441 bins = 4.81 cm^-1
Hann: highest side lobe 0.0267 in amplitude = -31.5 dB
leakage amplitude at 2.5 bins: rect 1.273e-01, Hann 2.425e-02
leakage amplitude at 5.5 bins: rect 5.787e-02, Hann 1.979e-03
leakage amplitude at 10.5 bins: rect 3.032e-02, Hann 2.775e-04
leakage amplitude at 15.5 bins: rect 2.054e-02, Hann 8.584e-05
leakage amplitude at 20.5 bins: rect 1.553e-02, Hann 3.704e-05
pair 3.34 cm^-1 apart, rect: midpoint/line power 0.811, maxima 2
  single record, relative phase 0 deg: midpoint power 1.62
  single record, relative phase 90 deg: midpoint power 0.81
  single record, relative phase 180 deg: midpoint power 0.00
pair 3.34 cm^-1 apart, Hann: midpoint/line power 1.153, maxima 1
pair 6.67 cm^-1 apart, Hann: midpoint/line power 0.500, maxima 2
strong line: 1002.36 cm^-1, amplitude 1
weak line: 1054.06 cm^-1, amplitude 0.001
offset: 15.5 bins = 51.70 cm^-1
phase combinations tested: 192
rect heights at bins 315, 316, 317 (both phases 0): 2.154e-02, 1.912e-02, 1.888e-02
Hann heights at bins 315, 316, 317 (both phases 0): 3.951e-04, 1.086e-03, 4.289e-04
```
